\section*{Censored Weibull Lifetimes: Likelihood Equations and a Safe Shape Solver}

\section{Definitions and conventions}

A set of $n$ nominally identical insulating films is held under constant stress. Record $i$ is a time $t_i>0$ and a label: either the film broke at $t_i$, or it was still intact at $t_i$ and observation ended there. The second kind of record is called right-censored, or a survivor. Let $F$ be the set of failures and $r$ their number. The lifetimes are assumed independent, with the Weibull survival probability and density
\begin{equation}
S(t)=e^{-(t/\eta)^\beta},\qquad
f(t)=-\frac{dS}{dt}=\frac{\beta}{\eta}\Big(\frac t\eta\Big)^{\beta-1}e^{-(t/\eta)^\beta},
\label{weibull}
\end{equation}
where $\beta>0$ is the shape and $\eta>0$ the scale.

In the algebra $t$ is a pure number, the time divided by the atomic unit of time. Numerical times are given in seconds and lengths in angstrom. Define
\begin{equation}
y_i=\ln t_i,\qquad m=\frac1r\sum_{i\in F}y_i,\qquad L=\max_i y_i,\qquad D=L-m .
\end{equation}
The maximum runs over all records, survivors included. A change of time unit adds one constant to every $y_i$, to $m$ and to $L$, so $D$ is unaffected.

\section{Why the shape matters, and a film to test it on}

In a percolation picture, a film breaks when defects connect its two faces. Take a film divided into $N$ independent columns of $s$ cells each. A cell is defective by time $t\le\tau$ with probability $p=(t/\tau)^\alpha$, independently of the others, and the film breaks when all cells of some column are defective. Slanted paths and correlated defects are left out. One column is intact with probability $1-p^s$, so
\begin{equation}
S=(1-p^s)^N=\exp\big[N\ln(1-p^s)\big]\simeq e^{-Np^s}.
\end{equation}
The next term in the exponent is $-Np^{2s}/2$, which must be small. Since $Np^s=N(t/\tau)^{\alpha s}$, comparison with Eq.~\eqref{weibull} gives
\begin{equation}
\beta=\alpha s,\qquad \eta=\tau N^{-1/\beta}.
\label{perc}
\end{equation}
In this model the shape is proportional to the number of cells across the film, and gives that number if $\alpha$ is known.

Choose a thickness of 30~\AA, a square area of side 1000~\AA\ and cells of 10~\AA. Then $s=3$ and $N=100^2=10^4$. With $\alpha=0.5$ and $\tau=10^6$~s, Eq.~\eqref{perc} gives $\beta=1.5$ and $\eta=10^6\times10^{-4/1.5}=2154$~s. With $x=Np^s$, the leading error of the Weibull form is $x^2e^{-x}/(2N)$. It is largest at $x=2$, where it is $2.7\times10^{-5}$ in survival probability.

Lifetimes are simulated by giving each cell a uniform random number $U$ and the defect time $\tau U^{1/\alpha}$. A column fails at its latest cell time, and the film at its earliest column time. All tests stop at $c=2500$~s. Of 2000 simulated films, 1419 fail by then.

\section{Two naive treatments}

The first naive choice is to discard the survivors and fit the failures as a complete sample. For these 2000 films it gives a shape of 1.89 instead of 1.5. The second is to enter each survivor as a failure at $c$. That gives 2.05. In the percolation reading, $s=\beta/\alpha$ would be 3.8 or 4.1 cells instead of 3.

Both choices use the wrong probability for the data. A survivor did not fail at $c$; it failed at some unknown later time, an event of probability $S(c)$. Discarding it ignores that event. If the stopping rule carries no information about $\beta$ and $\eta$ beyond survival up to the recorded time, a failure contributes the factor $f(t_i)$ and a survivor the factor $S(t_i)$. Any further factors describe the stopping rule and do not contain $\beta$ or $\eta$. This assumption breaks down if, for example, films are withdrawn because their leakage current has begun to rise.

Taking logarithms of Eq.~\eqref{weibull}, a failure contributes $\ln\beta-\beta\ln\eta+(\beta-1)y_i-(t_i/\eta)^\beta$ and a survivor only $-(t_i/\eta)^\beta$. The sum is
\begin{equation}
\ell=r\ln\beta-r\beta\ln\eta+(\beta-1)\,rm-\sum_{i=1}^n\Big(\frac{t_i}{\eta}\Big)^\beta .
\label{loglik}
\end{equation}
Survivors enter the last sum but neither $r$ nor $m$.

\section{The likelihood equations}

Let $r\ge1$. Differentiating with respect to $\eta$ gives
\begin{equation}
\frac{\partial\ell}{\partial\eta}=-\frac{r\beta}{\eta}+\frac\beta\eta\sum_i\Big(\frac{t_i}\eta\Big)^\beta
=\frac\beta\eta\Big[\sum_i\Big(\frac{t_i}\eta\Big)^\beta-r\Big].
\end{equation}
It vanishes when
\begin{equation}
\eta^\beta=\frac1r\sum_{i=1}^n t_i^\beta .
\label{scale}
\end{equation}
For fixed $\beta$ this is the unique maximum. In terms of $u=\eta^{-\beta}$, the $\eta$-dependent part of $\ell$ is $r\ln u-u\sum_it_i^\beta$, whose second derivative $-r/u^2$ is negative.

For the shape, $d(t/\eta)^\beta/d\beta=(t/\eta)^\beta\ln(t/\eta)$, so
\begin{equation}
\frac{\partial\ell}{\partial\beta}=\frac r\beta-r\ln\eta+rm-\sum_i\Big(\frac{t_i}\eta\Big)^\beta(y_i-\ln\eta).
\label{scoreb}
\end{equation}
Introduce the weights and weighted mean
\begin{equation}
w_i=\frac{t_i^\beta}{\sum_jt_j^\beta},\qquad A(\beta)=\sum_iw_iy_i .
\end{equation}
Equation~\eqref{scale} gives $(t_i/\eta)^\beta=rw_i$. The last sum in Eq.~\eqref{scoreb} is then $rA-r\ln\eta$, the terms in $\ln\eta$ cancel, and
\begin{equation}
\frac{\partial\ell}{\partial\beta}=-r\,g(\beta),\qquad
g(\beta)=A(\beta)-\frac1\beta-m .
\label{shape}
\end{equation}
The shape equation is $g(\beta)=0$. It contains $y_i$ and $m$ only through differences, so its root does not depend on the time unit.

The direction of the second naive error now follows. Counting survivors at $c$ as failures leaves $A$ unchanged but replaces $m$ by the mean $m'$ of all $y_i$. Since $\ln c$ exceeds every failure's $y_i$, $m'>m$. The false function $g-(m'-m)$ is negative at the true root. As $g$ is shown below to increase, the false root is larger.

For discarding, the limit of an early stop, $c\ll\eta$, can be solved. The failures then have density $\beta t^{\beta-1}/c^\beta$ on $0<t<c$, so $x=\ln(t/c)$ has density $\beta e^{\beta x}$ on $x<0$ and mean $-1/\beta$. Weighting by $e^{bx}$ changes the mean to $-1/(\beta+b)$. For a large sample the fitted shape $b$ therefore obeys
\begin{equation}
-\frac1{\beta+b}-\frac1b+\frac1\beta=0
\quad\Longrightarrow\quad \Big(\frac b\beta\Big)^2-\frac b\beta-1=0 ,
\end{equation}
after multiplication by $b(\beta+b)/\beta$. The positive solution is $b=1.62\,\beta$, or 2.43 for $\beta=1.5$. The simulated tests stop later, at $c=1.16\,\eta$, and their 1.89 lies between 1.5 and this limit.

\section{One root, and when it exists}

Differentiating the weights gives $dw_i/d\beta=w_i(y_i-A)$. Hence
\begin{equation}
\frac{dA}{d\beta}=\sum_iw_i(y_i-A)y_i=\sum_iw_i(y_i-A)^2\equiv V(\beta),
\end{equation}
where the second equality uses $\sum_iw_i(y_i-A)=0$. Therefore
\begin{equation}
g'(\beta)=V(\beta)+\frac1{\beta^2}>0 ,
\label{slope}
\end{equation}
and $g$ has at most one positive root.

Existence depends on the two ends. As $\beta\to0^+$, $A$ tends to the plain mean of the $y_i$, while $-1/\beta\to-\infty$, so $g\to-\infty$. As $\beta\to\infty$, the weights concentrate on the records at the largest time, so $A\to L$ and $g\to L-m=D$. If $D>0$, continuity gives a root. If $D=0$, then $g=(A-L)-1/\beta<0$ for every $\beta$ and there is none.

Suppose two observed failure times differ. The earlier is below the later, which is at most the largest recorded time. The mean $m$ then lies strictly below $L$, so $D>0$ and there is exactly one positive root. Two different failure times are therefore sufficient for a unique root, but this condition is stronger than necessary. The necessary and sufficient condition is that some failure precedes the largest recorded time, even if that time belongs to a survivor. One failure at 1~s and one survivor at 2~s suffice. With times in seconds, $m=0$ and the equation is
\begin{equation}
\frac{2^\beta\ln2}{1+2^\beta}=\frac1\beta ,
\end{equation}
with the numerical root $\beta=1.844$. Existence says nothing about precision: this estimate rests on a single failure.

The root is the global maximum of the likelihood. Let $\ell_p(\beta)$ be $\ell$ with $\eta$ taken from Eq.~\eqref{scale}. Because $\partial\ell/\partial\eta=0$ there, the chain rule gives $\ell_p'=-rg$. This is positive below the root and negative above it.

To see what happens without a root, put $d_i=L-y_i\ge0$. Inserting Eq.~\eqref{scale} in Eq.~\eqref{loglik} gives
\begin{equation}
\ell_p=r\ln\beta+r\ln r-r-rm-r\beta D-r\ln\sum_ie^{-\beta d_i}.
\end{equation}
If all failures share the largest time, $D=0$. The last sum tends to the number of records at that time, and $\ell_p$ grows as $r\ln\beta$ without bound. The likelihood favours an ever sharper distribution at one instant. If there are no failures, $\ell=-\sum_i(t_i/\eta)^\beta$ approaches its upper limit, zero, as $\eta\to\infty$, and again no finite estimate exists.

\section{Why plain Newton iteration is not enough}

A single increasing function invites the Newton step $\beta\to\beta-g/g'$. It can fail from a start that is too high. Let $x>2$ be the smallest $\beta d_i$ among the records below the largest time. When $x^2e^{-x}$, multiplied by the ratio of the number of these records to the number at the largest time, is much smaller than one, $A\simeq L$ and $V\ll1/\beta^2$. Then $g\simeq D-1/\beta$, $g'\simeq1/\beta^2$, and the step leads to
\begin{equation}
\beta-\beta^2\Big(D-\frac1\beta\Big)=2\beta-D\beta^2 ,
\end{equation}
which is negative if, within this regime, $\beta>2/D$. A well-chosen start can avoid the failure, but an interval known to hold the root makes convergence certain.

The data supply one. Let $k$ records share the largest time. For $D>0$ we have $n>k$, and
\begin{equation}
L-A=\frac{\sum_id_ie^{-\beta d_i}}{\sum_ie^{-\beta d_i}}>0 .
\label{gap}
\end{equation}
At the root $\hat\beta$, $1/\hat\beta=A-m<D$, which gives a lower bound. For an upper bound, $xe^{-x}\le1/e$ with $x=\beta d_i$ gives $d_ie^{-\beta d_i}\le1/(e\beta)$. The numerator has $n-k$ nonzero terms and the denominator exceeds $k$, so $L-A<(n-k)/(ek\beta)$. Then $1/\hat\beta=D-(L-A)>D-(n-k)/(ek\hat\beta)$. Multiplying by $\hat\beta$ and combining both bounds,
\begin{equation}
\frac1D<\hat\beta<\frac1D\Big[1+\frac{n-k}{ek}\Big].
\label{bracket}
\end{equation}

The scheme is as follows.
\begin{enumerate}
\item Start with the interval $(a,b)$ of Eq.~\eqref{bracket} and the current point $\beta=a$.
\item Try the Newton step from the current point. If it lies inside $(a,b)$, evaluate $g$ there and replace $a$ if $g<0$, otherwise $b$.
\item Do the same at the midpoint of the updated interval.
\item Keep as current point the one with the smallest $|g|$ so far. Stop when $|g|\,b^2$ is below the required error.
\end{enumerate}
The midpoint at least halves the interval in each round. The midpoints thus converge to $\hat\beta$, and the smallest $|g|$ converges to zero whatever the Newton steps do. Near the root the Newton error is proportional to the square of the previous one. The stopping rule follows from the mean value theorem and Eq.~\eqref{slope}: for some $\xi$ between $\beta$ and $\hat\beta$,
\begin{equation}
|g(\beta)|=g'(\xi)|\beta-\hat\beta|\ge\frac{|\beta-\hat\beta|}{\xi^2}
\quad\Longrightarrow\quad|\beta-\hat\beta|\le|g(\beta)|\,b^2 .
\label{error}
\end{equation}
Computing the weights from $e^{-\beta d_i}$ avoids overflow of $t_i^\beta$, since no exponential exceeds one.

\section{Statistical error of the shape}

With $q=\ln\eta$ and subscripts for derivatives, the condition $\ell_q=0$ along the profile gives $dq/d\beta=-\ell_{\beta q}/\ell_{qq}$. Therefore
\begin{equation}
\ell_p''=\ell_{\beta\beta}-\frac{\ell_{\beta q}^2}{\ell_{qq}}=-r\,g'(\hat\beta)
\end{equation}
at the maximum. The middle expression is minus the reciprocal of the $\beta\beta$ element of the inverse of the matrix of negative second derivatives. In the usual large-sample approximation that element is the variance of $\hat\beta$, so
\begin{equation}
\sigma_\beta=\frac1{\sqrt{r\,g'(\hat\beta)}} .
\label{se}
\end{equation}
For 400 simulated sets of 100 Weibull lifetimes, with the model parameters above and the same stop, the fitted shapes have standard deviation 0.17, and the mean of Eq.~\eqref{se} is 0.16. The formula is useful at this size. Its mean is about 7\% below the observed spread, but a standard deviation taken from 400 sets is itself uncertain by about $1/\sqrt{800}\simeq4\%$, so these sets do not establish a systematic shortfall of that size.

\section{Twenty films}

The first 20 simulated films, with times rounded to whole seconds, give 11 failures at
\[
99,\ 332,\ 338,\ 760,\ 762,\ 1045,\ 1086,\ 1196,\ 1389,\ 1453,\ 2150\ \text{s}
\]
and 9 survivors at 2500~s. Thus $n=20$, $r=11$ and $k=9$. With times in seconds, $m=6.6102$, $L=\ln2500=7.8240$ and $D=1.2138$. Equation~\eqref{bracket} gives
\begin{equation}
\frac1{1.2138}=0.8238<\hat\beta<0.8238\Big(1+\frac{11}{9e}\Big)=1.1943 .
\end{equation}
The current points are:
\begin{center}
\begin{tabular}{cccc}
Round & $\beta$ & $g$ & error bound\\
0 & 0.823833 & $-2.9\times10^{-1}$ & $4.1\times10^{-1}$\\
1 & 0.988911 & $-4.5\times10^{-2}$ & $5.3\times10^{-2}$\\
2 & 1.024862 & $-1.4\times10^{-3}$ & $1.6\times10^{-3}$\\
3 & 1.026109 & $-1.6\times10^{-6}$ & $1.8\times10^{-6}$\\
4 & 1.026110 & $-2.0\times10^{-12}$ & $2.2\times10^{-12}$
\end{tabular}
\end{center}
In round 1 the interval's midpoint, $(0.9889+1.1943)/2=1.0916$, becomes the new upper end. The bound is then $0.0445\times1.0916^2=0.053$, while the actual distance to the root is 0.037.

At the root $g'=1.157$, so $\sigma_\beta=1/\sqrt{11\times1.157}=0.28$ and the shape is $1.03\pm0.28$. For the scale, the survivors contribute $9\times2500^{1.0261}=2.76\times10^4$ to the sum in Eq.~\eqref{scale}, and the failures $1.28\times10^4$. Hence
\begin{equation}
\eta=\Big(\frac{4.04\times10^4}{11}\Big)^{1/1.0261}\text{s}\simeq2.98\times10^3~\text{s},
\end{equation}
or $1.23\times10^{20}$ atomic units of time. The scale lies beyond every recorded time, and more than two thirds of the sum comes from films that did not fail.

The fitted shape is 1.7 standard errors below the model value 1.5. Read through $s=\beta/\alpha$, it gives $2.1\pm0.6$ cells instead of 3, so twenty films do not settle the number of cells. The consequence for reliability is larger. For a small failed fraction $\phi$, Eq.~\eqref{weibull} gives $t_\phi\simeq\eta\,\phi^{1/\beta}$. This assumes one Weibull law down to fractions far below any observed. The assumption holds in the column model, but in real films a separate early failure mode can govern that tail. At $\phi=10^{-4}$ the model parameters give 4.6~s and the fitted ones 0.38~s, a factor of 12. The error in $1/\beta$ multiplies $\ln\phi$ and alone would give a factor of 17; the larger fitted scale reduces it to 12.

For all 2000 films, which include these twenty, the same equations give $\beta=1.45\pm0.03$ and $\eta=2.17\times10^3$~s. The shape is 1.5 standard errors below the model value, and the scale is within 1\% of it. On the same records the naive shapes were 1.89 and 2.05, more than ten such standard errors too high. More films would reduce the random error but would not remove that bias.
